# Converting an emission spectrum from wavelength to energy changes its ordinate

An emission spectrum recorded against wavelength shows a series of vibronic bands, of which the first two lie at 495.6 nm and 531.7 nm. The second is 0.914 times as high as the first. Someone who wants the spectrum on an energy axis replaces each $\lambda$ by $hc/\lambda$, leaves the heights alone, and reads the height ratio as the Huang–Rhys factor $S$, the number that measures how far the molecular geometry shifts between the two electronic states. The result is $S=0.914$. The emitter has $S=1.30$, so the value is 30 % too low relative to the true one. The relabelled curve even names the wrong band as the tallest: counted per unit energy, the second band is the higher.

Two separate factors have been lost. One belongs to the change of axis and the other to the physics of spontaneous emission.

## The counter-example in full

Let $N_\lambda(\lambda)\,d\lambda$ be the number of photons collected between $\lambda$ and $\lambda+d\lambda$, and $N_E(E)\,dE$ the number with energy between $E$ and $E+dE$. Here $\lambda$ is the vacuum wavelength and $E=hc/\lambda$, with $hc=1239.842$ eV nm. The detector response is taken as corrected, and no light is reabsorbed.

The model emitter starts from the lowest vibrational level of its excited electronic state. It ends in level $n$ of one vibration of the ground state, with quantum $\varepsilon=0.17$ eV. The band centres are

$$E_n=E_{00}-n\varepsilon,\qquad E_{00}=2.50\ \text{eV},$$

and each band is a normalised Gaussian $g$ of standard deviation $\sigma=0.03$ eV. The lineshape is

$$L(E)=\sum_n w_n\,g(E-E_n),\qquad w_n=e^{-S}\frac{S^n}{n!},\qquad S=1.30 .$$

The first weights are $w_0=0.2725$ and $w_1=0.3543$, with ratio $w_1/w_0=S$. Two relations, proved below, connect the lineshape with the photon counts:

$$N_E\propto E^3L(E),\qquad N_\lambda=\frac{E^2}{hc}\,N_E\propto E^5L(E).$$

Neighbouring bands are $0.17/0.03\approx5.7$ standard deviations apart, so near the top of one band the others are negligible. At a band centre $L(E_n)\approx w_n\,g(0)$. With

$$r=\frac{E_{00}-\varepsilon}{E_{00}}=\frac{2.33}{2.50}=0.932,$$

the ratio of the 0–1 height to the 0–0 height is therefore

- in the lineshape: $S=1.30$;
- per unit energy: $Sr^3=1.30\times0.8096=1.052$;
- per unit wavelength: $Sr^5=1.30\times0.7032=0.914$.

These are ratios at the band centres, while the maxima lie slightly off centre. To see what that costs, put $E=E_n+x$ in $E^m g$, with $m=3$ or 5. For small $x$,

$$\ln\frac{E^m g(x)}{E_n^m g(0)}\approx\frac{mx}{E_n}-\frac{x^2}{2\sigma^2}.$$

This is largest at $x=m\sigma^2/E_n$, where it equals $m^2\sigma^2/(2E_n^2)$. For $m=5$ that is about 0.002, nearly the same for both bands, so it almost cancels in the ratio. The heights found numerically from photons collected in narrow bins have ratios 1.053 and 0.914.

Photon numbers in whole bands behave differently from heights. With the limits set midway in energy between bands, and the same limits converted when wavelength is used, the 0–1 band holds 1.050 times as many photons as the 0–0 band, whether the integration runs over energy or over wavelength. The estimate $Sr^3=1.052$ differs slightly because tails cross the midway limits (the upper limit of the 0–0 band, which has no neighbour above it, is placed far out, at $E_{00}+0.2$ eV). A midway limit is $2.8\sigma$ from the centre of each adjacent Gaussian, and beyond it about 0.2 % of its area lies. The two tails crossing a limit have nearly the same energy, hence nearly the same $E^3$, so the net transfer is roughly proportional to the difference of the two weights. Since $w_1=0.3543$ exceeds both $w_0=0.2725$ and $w_2=0.2303$, the 0–1 window loses at both of its limits, about 0.13 % of its content, and the 0–0 window gains about 0.07 %. Together these lower the ratio by about 0.2 % of its value, from 1.052 to 1.050. If the relabelled curve is integrated over energy, the ratio comes out as 0.913. Using areas instead of heights therefore does not rescue mere relabelling.

## The correct statement

**Change of axis.** For any emission spectrum,

$$N_E(E)=N_\lambda(\lambda)\,\frac{\lambda^2}{hc},\qquad \lambda=\frac{hc}{E}. \tag{1}$$

Photon numbers between matching limits are the same on both axes; heights, and in general the positions of maxima, are not.

**Lineshape.** For weak coupling to the free field, a constant electronic transition dipole, surroundings whose refractive index and local response do not depend on frequency, and broadening by shifts of the transition energies that are slow enough to leave definite lines at each instant but fast compared with the emission lifetime,

$$N_E\propto E^3L(E),\qquad N_\lambda\propto E^5L(E). \tag{2}$$

Equation (1) converts the axis. The factor $E^3$ is not part of that conversion: the photon spectrum per unit energy contains it, and it is divided out when $L$ is wanted.

## Proof of the change of axis

Let $F(E)$ be the number of photons with energy below $E$, so that $N_E=dF/dE$. Photons with wavelength between $\lambda$ and $\lambda+\Delta\lambda$ have energies between $hc/(\lambda+\Delta\lambda)$ and $hc/\lambda$; the longer wavelength gives the lower energy. Their number is

$$F\!\left(\frac{hc}{\lambda}\right)-F\!\left(\frac{hc}{\lambda+\Delta\lambda}\right).$$

Divide by $\Delta\lambda$ and let it go to zero. The result is minus the derivative of $F(hc/\lambda)$ with respect to $\lambda$:

$$N_\lambda=-\frac{dF}{dE}\,\frac{dE}{d\lambda}=-N_E\left(-\frac{hc}{\lambda^2}\right)=N_E\,\frac{hc}{\lambda^2}.$$

The two minus signs cancel, as they must for a positive count. Solving for $N_E$ gives equation (1). Since $1/\lambda=E/(hc)$, the same relation reads $N_\lambda=N_E\,E^2/(hc)$.

The meaning is geometrical. An interval of 1 nm covers more energy at short wavelength than at long wavelength, so it collects more photons there from the same $N_E$.

For any function $f(E)$, such as the photon energy itself, equation (1) gives

$$\int f\!\left(\frac{hc}{\lambda}\right)N_\lambda\,d\lambda=\int f(E)\,N_E\,dE$$

between matching limits. The relabelled curve instead gives

$$\int f(E)\,N_\lambda\!\left(\frac{hc}{E}\right)dE=\frac{1}{hc}\int f(E)\,E^2N_E\,dE .$$

It weights every photon by the square of its energy. In the counter-example this multiplies the band ratio by about $r^2=0.8686$, and indeed $1.050\times0.8686=0.912$, close to the 0.913 found by integration.

## Proof of the cubic factor

For this proof Hartree atomic units are used, so $\hbar=1$ and a photon of angular frequency $\omega$ has energy $\omega$. Consider a transition dipole $\boldsymbol\mu$ in a large periodic box of volume $V$, coupled to the electric field by $-\boldsymbol\mu\cdot\mathbf E$.

The field strength of one mode follows from its zero-point energy $\omega/2$. Half of this is electric. In these units the electric energy density is $\mathbf E^2/(8\pi)$, so

$$\frac{V\langle\mathbf E^2\rangle}{8\pi}=\frac{\omega}{4}\quad\Rightarrow\quad\langle\mathbf E^2\rangle=\frac{2\pi\omega}{V}.$$

In the vacuum, $\langle\mathbf E^2\rangle$ for one mode is the squared matrix element of the field between zero photons and one photon, because the field operator acting on the vacuum of that mode produces the one-photon state alone. The squared coupling for emission into a mode with polarisation $\mathbf e$ is thus $(2\pi\omega/V)\,|\boldsymbol\mu\cdot\mathbf e|^2$. For weak coupling, Fermi's golden rule gives the rate at transition energy $\omega$:

$$\Gamma=2\pi\sum_{\mathbf k,\mathbf e}\frac{2\pi\omega_k}{V}\,|\boldsymbol\mu\cdot\mathbf e|^2\,\delta(\omega_k-\omega),\qquad \omega_k=ck .$$

The two polarisations and the direction of $\mathbf k$ are mutually perpendicular. The squared components of $\boldsymbol\mu$ along all three add up to $\mu^2$, so the two polarisations contribute $\mu^2(1-\cos^2\theta)=\mu^2\sin^2\theta$, where $\theta$ is the angle between $\boldsymbol\mu$ and $\mathbf k$. For a large box the sum over $\mathbf k$ becomes an integral:

$$\sum_{\mathbf k}\to\frac{V}{(2\pi)^3}\int k^2\,dk\,d\Omega=\frac{V}{8\pi^3c^3}\int\omega_k^2\,d\omega_k\,d\Omega .$$

The angular integral is

$$\int\sin^2\theta\,d\Omega=2\pi\int_{-1}^{1}(1-u^2)\,du=\frac{8\pi}{3}.$$

Collecting the factors,

$$\Gamma=2\pi\cdot\frac{2\pi\omega}{V}\cdot\frac{V\omega^2}{8\pi^3c^3}\cdot\frac{8\pi}{3}\,\mu^2=\frac{4\omega^3\mu^2}{3c^3}. \tag{3}$$

One power of $\omega$ comes from the squared field of each mode and two come from the density of modes. In a transparent medium whose refractive index $n_r$ does not depend on frequency, $k=n_r\omega/c$ multiplies the mode density by $n_r^3$, and the squared field at the dipole changes by a factor that depends on $n_r$ and on the immediate surroundings of the dipole. If the response of those surroundings does not depend on frequency either, both factors are independent of $\omega$ and the cubic power is unchanged.

An explicit sum over discrete box modes gives an exponent of 2.997 and a coefficient of 1.3341, against 3 and $4/3$. The small differences come from replacing the delta function by a Gaussian of width $s$, which turns $\omega^3$ into its average $\omega^3+3\omega s^2$. With $s=0.7$ mode spacings and $\omega$ at 50 spacings, the coefficient rises by the fraction $3(0.7/50)^2\approx0.0006$, as found. At half the frequency the fraction is four times larger, which lowers the apparent exponent.

### Vibrational weights

In the Condon approximation the electronic dipole does not depend on the nuclear coordinate. The dipole for emission into level $n$ is then $\mu\langle n|0'\rangle$, where $|0'\rangle$ is the lowest vibrational state of the excited electronic state. Take two harmonic potentials of equal frequency with displaced minima. If $a$ is the lowering operator of the ground-state oscillator, that of the displaced one is $b=a+\sqrt S$, which defines $S$ here. Because $b|0'\rangle=0$,

$$a|0'\rangle=-\sqrt S\,|0'\rangle .$$

Write $|0'\rangle=\sum_n c_n|n\rangle$ and use $a|n+1\rangle=\sqrt{n+1}\,|n\rangle$. Comparing the coefficients of $|n\rangle$ gives

$$\sqrt{n+1}\,c_{n+1}=-\sqrt S\,c_n\quad\Rightarrow\quad c_n=c_0\,\frac{(-\sqrt S)^n}{\sqrt{n!}} .$$

Normalisation requires $1=c_0^2\sum_nS^n/n!=c_0^2e^S$. Hence $w_n=c_n^2=e^{-S}S^n/n!$, the weights used above. Diagonalising the displaced oscillator numerically reproduces them.

### From lines to a broadened spectrum

By equation (3), a sharp line at $E_n$ emits at a rate proportional to $w_nE_n^3$. Suppose that the surroundings shift the transition energies slowly enough for each instant to have definite lines, yet quickly compared with the emission lifetime. The emission rate per unit energy, averaged over these shifts, is

$$\left\langle\sum_nw_n\,\frac{4\mu^2E_n^3}{3c^3}\,\delta(E-E_n)\right\rangle=\frac{4\mu^2E^3}{3c^3}\left\langle\sum_nw_n\,\delta(E-E_n)\right\rangle .$$

The delta function allows $E_n^3$ to be replaced by $E^3$, which then leaves the average. The remaining average is $L(E)$. Photon counts are proportional to this rate, so $N_E\propto E^3L$, and equation (1) supplies two further powers for $N_\lambda$. This proves equation (2).

The condition on the broadening matters. In a static mixture of emitters, equally excited and with equal photon yields, an emitter with higher transition energies emits faster but delivers no more photons in total. The cubic factor still governs how one emitter divides its photons among its own bands, but it does not weight one emitter against another. Equation (2) then fails for the static part of the broadening, while equation (1) still holds.

## How far a maximum moves

Consider now a single broad band with a Gaussian lineshape of centre $E_0=2.00$ eV and $\sigma=0.20$ eV. Every version of its spectrum has the form $E^mL(E)$, with $m=3$ for photons per energy and $m=5$ for photons per wavelength. At the maximum the logarithmic derivative vanishes:

$$\frac{m}{E}-\frac{E-E_0}{\sigma^2}=0 .$$

Multiplying by $E\sigma^2$ gives $E^2-E_0E-m\sigma^2=0$, whose positive root is

$$E^{(m)}=\frac{E_0+\sqrt{E_0^2+4m\sigma^2}}{2}\approx E_0+\frac{m\sigma^2}{E_0}. \tag{4}$$

It is a maximum because the second logarithmic derivative, $-m/E^2-1/\sigma^2$, is negative. The approximation uses $\sqrt{1+y}\approx1+y/2$ and holds for $m\sigma^2\ll E_0^2$.

For $m=3$ the root is $(2+\sqrt{4.48})/2=2.058$ eV, which corresponds to 602.4 nm. For $m=5$ it is $(2+\sqrt{4.80})/2=2.095$ eV, or 591.7 nm. The lineshape itself peaks at 2.000 eV, or 619.9 nm. A reader who converts the position of the wavelength maximum to energy obtains 2.095 eV. This is the correct energy of that point, but it is not the maximum of the photon spectrum per unit energy, and it lies 0.095 eV above the centre of the lineshape.

The Jacobian alone accounts for 0.037 eV of this. The leading estimate from equation (4), $(5-3)\sigma^2/E_0$, gives 0.040 eV.

The Jacobian shift does not require a Gaussian. Let a smooth band $N_E$ peak at $E_p$ with curvature $\kappa=-d^2\ln N_E/dE^2>0$. Near the peak $d\ln N_E/dE\approx-\kappa(E-E_p)$, so the maximum of $E^2N_E$ satisfies

$$\frac{2}{E}\approx\kappa(E-E_p)\quad\Rightarrow\quad E-E_p\approx\frac{2}{\kappa E_p},$$

provided that the shift is small compared with both $E_p$ and the range over which the curvature is steady. Among bands of similar width, flat-topped ones, with small $\kappa$, move most; for them the curvature changes quickly away from the peak, so the formula can overestimate the shift several-fold. For a narrow Gaussian band $\kappa\approx1/\sigma^2$, and the shift is $2\sigma^2/E_p$. The 0–0 band of the first emitter moves by only 0.72 meV.

Narrow bands can therefore be located by relabelling, but their heights cannot be compared that way. The factor $r^2$ between two narrow bands is set by the ratio of their energies, and their width has almost no effect on it. It approaches 1 when the separation is small compared with the photon energy: for $\varepsilon\ll E_{00}$, $r^2\approx1-2\varepsilon/E_{00}$.

The mean photon energy, unlike the maximum, does not depend on which axis is used. For the broad band it is 2.059 eV from either correct spectrum, whereas treating the relabelled curve as a density in energy gives 2.096 eV.

## Which factor to use

If the instrument reports radiated energy rather than photon number, each photon counts in proportion to $E$. The exponents become 4 per unit energy and 6 per unit wavelength, and the maxima of the broad band move to 2.077 eV and 2.114 eV. The mean also moves: weighted by radiated energy it is 2.078 eV instead of 2.059 eV. One must therefore know what the ordinate counts, and per which interval, before applying any factor.

To display photons per unit energy, multiply $N_\lambda$ by $\lambda^2$. To obtain the lineshape under the assumptions of equation (2), multiply $N_\lambda$ by $\lambda^5$, since $E^{-5}\propto\lambda^5$. For the structured emitter the second operation restores the height ratio to 1.300, which is $S$. A height ratio of the lineshape equals $S$ only because the model has one vibration and bands of equal width. If the 0–1 band were 20 % wider, the ratio would be $1.30/1.2=1.08$. If two vibrations of 0.15 and 0.19 eV shared the same total $S$ equally, the 0–1 band would be two Gaussians 0.02 eV either side of its centre, and the ratio would be $1.30\,e^{-(0.02/0.03)^2/2}=1.04$. For real emitters the areas of resolved bands of the lineshape, or a fit of the whole lineshape, are the safer measure. The curve so obtained is no longer a photon spectrum: its band ratio of 1.30 is not the ratio of emitted photons, which is 1.05. The factor also turns any constant background left in $N_\lambda$ into one that grows as $\lambda^5$, so at long wavelength it is raised relative to the main bands.

Absorbance is a case where relabelling is correct. It is the logarithm of incident over transmitted signal at the same photon energy. Both signals carry the same factor $\lambda^2/(hc)$, which cancels:

$$A=\log_{10}\frac{N_\lambda^{\rm in}}{N_\lambda^{\rm out}}=\log_{10}\frac{N_E^{\rm in}}{N_E^{\rm out}} .$$

For a model filter probed at 2.1 eV, narrow wavelength bins and narrow energy bins both give 0.6406. The bins must be narrow enough for the absorbance to be nearly constant across each, because the logarithm of an averaged transmission is not in general the average of the logarithm. An absorbance is a value at a point, whereas an emission spectrum is an amount per interval, and the Jacobian enters when the interval changes. A relabelled absorbance is still not the lineshape. For a constant transition dipole it carries one power of $E$, from the squared field per photon, so the mirror-image absorption of the structured emitter has a height ratio of $1.30\times2.67/2.50=1.39$ until that factor is divided out. The numerical output below lists the values for both emitters.

## Numbers as computed

```
Mode sum: exponent of frequency = 2.997
Mode sum: rate*c^3/(omega^3 mu^2) = 1.3341
h c = 1239.842 eV nm
Broad emitter: centre = 2.00 eV, sigma = 0.20 eV
Lineshape maximum = 2.0000 eV = 619.9 nm
Photons per energy: maximum = 2.0583 eV
  the same point in wavelength = 602.4 nm
Photons per wavelength: maximum = 591.7 nm
  the same point in energy = 2.0954 eV
Shift from Jacobian alone = 0.0371 eV
Estimate 2 sigma^2/E0 = 0.0400 eV
Power per energy: maximum = 2.0770 eV
Power per wavelength: maximum = 2.1136 eV
Mean photon energy, energy axis = 2.0588 eV
Mean photon energy, wavelength axis = 2.0588 eV
Mean from relabelled curve (wrong) = 2.0963 eV
Filter absorbance at 2.1 eV, energy bins = 0.6406
Filter absorbance, wavelength bins = 0.6406
Structured emitter: E00 = 2.50 eV, quantum = 0.17 eV
  Huang-Rhys factor S = 1.30, sigma = 0.03 eV
Vibrational weights 0-0, 0-1, 0-2 = 0.2725, 0.3543, 0.2303
0-1 band centre = 2.33 eV; r = 0.9320
r^2 = 0.8686, r^3 = 0.8096, r^5 = 0.7032
Formula S r^3 = 1.0524; S r^5 = 0.9142
0-0 and 0-1 maxima per wavelength = 495.6, 531.7 nm
Height ratio 0-1/0-0 per energy = 1.053
Height ratio 0-1/0-0 per wavelength = 0.914
S recovered after multiplying by lambda^5 = 1.300
Photon-number ratio, energy axis = 1.050
Photon-number ratio, wavelength axis = 1.050
Area ratio of relabelled curve (wrong) = 0.913
Jacobian shift of narrow 0-0 band = 0.72 meV
```
